# Schep interface resistance between diffusive metals from the Boltzmann equation

## The situation

A current flows perpendicular to the layers of a metallic multilayer. Each interface reflects some electrons and adds a resistance to that of the bulk. The Landauer formula assigns the interface a conductance proportional to its summed transmission probability. Now draw an imaginary plane inside one uniform metal. Every electron passes it, yet the Landauer resistance of the plane is finite, because the number of channels is finite. A voltmeter finds no extra voltage there. Something must be subtracted, and the Boltzmann equation should say what.

Let $G_L$ and $G_R$ be the Sharvin conductances per area of the two metals, and $G_T$ the Landauer conductance per area of the interface. The result will be

$$R_I=\frac1{G_T}-\frac12\left(\frac1{G_L}+\frac1{G_R}\right).$$

It holds for a particular kind of bulk scattering, stated below. For isotropic scattering it is an approximation, whose error is measured at the end.

## Conventions: occupations and channels

Electrons flow towards $+x$; $J>0$ is the magnitude of the charge current density. Spin is degenerate, spin flips are absent, scattering is elastic and the response is linear. With electrostatic potential $\phi$, an electron has total energy $E=\varepsilon_k-e\phi(x)$. Write

$$f=f_0(E)+\left(-\frac{\partial f_0}{\partial E}\right)g_k(x).$$

The force is $e\,\phi'$. Acting on any function of $E$, the drift terms of the Boltzmann equation give a factor $v_x(-e\phi')+e\phi' v_x=0$. The field therefore disappears at linear order, leaving

$$v_x\frac{\partial g_k}{\partial x}=\sum_{k'}P_{kk'}(g_{k'}-g_k).$$

If $g_k$ is the same for all $k$, it is a shift of the electrochemical potential. This is what a voltmeter compares.

The particle flux to the right is $2\int d^3k\,(2\pi)^{-3}v_x(-\partial f_0/\partial E)g$ over $v_x>0$. At fixed parallel wavevector, $v_x\,dk_x=dE/\hbar$, so velocity cancels, and the energy integral of $-\partial f_0/\partial E$ is one. Each parallel wavevector is one channel of equal weight. With $N$ channels per area and $\langle\;\rangle$ the average over channels,

$$eJ=G\left(\langle g^+\rangle-\langle g^-\rangle\right),\qquad G=\frac{2e^2}{h}N .$$

The superscripts give the direction of motion. For a spherical Fermi surface, $N=\pi k_F^2/(2\pi)^2=k_F^2/4\pi$.

## First stage: one uniform metal

Choose collisions that equalise the channels: $P_{kk'}\propto|v_x||v_x'|$. The rate of scattering out is $|v_x|/\lambda$, with one length $\lambda$ for the metal. The factor $|v_x'|$ again cancels the density of states, so electrons scatter in from every channel with equal weight. As $P$ is symmetric, particle number is conserved. Dividing by $|v_x|$ gives, for each channel $n$,

$$\pm\lambda\frac{dg_n^\pm}{dx}=\bar g-g_n^\pm,\qquad \bar g=\tfrac12\left(\langle g^+\rangle+\langle g^-\rangle\right).$$

Average over channels and set $\Delta=\langle g^+\rangle-\langle g^-\rangle=eJ/G$. Since $\bar g-\langle g^\pm\rangle=\mp\Delta/2$,

$$\frac{d\langle g^+\rangle}{dx}=-\frac{\Delta}{2\lambda},\qquad
\frac{d\langle g^-\rangle}{dx}=-\frac{\Delta}{2\lambda}.$$

The difference of the two equations says that $J$ is constant. Half their sum is

$$\frac{d\bar g}{dx}=-\kappa,\qquad \kappa=\frac{eJ}{2\lambda G}.$$

The bulk resistivity is thus $\rho=\kappa/(eJ)=1/(2\lambda G)$.

The averages also satisfy

$$\langle g^\pm\rangle=\bar g\pm\frac{eJ}{2G}.$$

This resolves the puzzle of the imaginary plane. The Landauer resistance $1/G$ compares electrons arriving from the left with those arriving from the right. They differ by $eJ/G$ at every point of a current-carrying metal. The local electrochemical potential $\bar g$ lies halfway between them and has no jump.

## Second stage: the electrons that arrive at an interface

Put the interface at $x=0$, with metal L at $x<0$ and R at $x>0$. Each metal extends many $\lambda$. The averaged equations hold right up to the interface, so in L we have $\bar g=\mu_L-\kappa_Lx$, where $\mu_L$ is the straight line extrapolated to $x=0$.

For one right-moving channel try $g_n^+=\bar g+b$. The equation gives $-\lambda_L\kappa_L=-b$, so $b=\lambda_L\kappa_L=eJ/(2G_L)$. The general solution is

$$g_n^+=\mu_L-\kappa_Lx+\frac{eJ}{2G_L}+C_ne^{-x/\lambda_L}.$$

The last term grows without limit as $x\to-\infty$, hence $C_n=0$. For the left-movers the sign of the derivative is reversed:

$$g_n^-=\mu_L-\kappa_Lx-\frac{eJ}{2G_L}+D_ne^{x/\lambda_L}.$$

Here the exponential dies away from the interface and is allowed. The average of $g_n^-$ is already accounted for, so $\langle D\rangle=0$.

Electrons arriving at the interface have thus been equalised among channels; those leaving it remember how it scattered them. In R the roles are exchanged. The arriving potentials are

$$\mu_L^{in}=\mu_L+\frac{eJ}{2G_L},\qquad
\mu_R^{in}=\mu_R-\frac{eJ}{2G_R}.$$

The density of electrons near the interface weights channels by $1/|v_x|$, so the terms $D_n$ can shift the local density average away from $\bar g$. For this reason $R_I$ is defined by extrapolation from deep inside: $R_I=(\mu_L-\mu_R)/(eJ)$.

## Third stage: an arbitrary interface

Let $S_{mn}$ be the probability that an electron arriving in channel $n$ leaves in channel $m$, on either side. Conservation of particles gives $\sum_mS_{mn}=1$. If all arriving channels have equal $g$, equilibrium requires the leaving channels to have that same $g$, hence $\sum_nS_{mn}=1$.

Count per unit area. Summing $S_{mn}$ over arriving $n$ in L and all $m$ gives $N_L$; summing over leaving $m$ in L and all $n$ also gives $N_L$. Both sums contain the same L-to-L part. What remains must be equal:

$$\sum_{m\in R,\,n\in L}S_{mn}=\sum_{m\in L,\,n\in R}S_{mn}\equiv M .$$

The arriving potentials are uniform, so they come out of the sums and the net current is

$$eJ=G_T(\mu_L^{in}-\mu_R^{in}),\qquad G_T=\frac{2e^2}{h}M .$$

Insert the arriving potentials:

$$\frac{eJ}{G_T}=\mu_L-\mu_R+\frac{eJ}{2G_L}+\frac{eJ}{2G_R}.$$

Solving for $(\mu_L-\mu_R)/(eJ)$ gives the stated formula. Each metal contributes half an inverse Sharvin conductance, the distance between its arriving potential and its mean. Neither $\lambda_L$ nor $\lambda_R$ survives. The interface may be specular or diffuse, since $S$ was not restricted further.

**Limits.** For the imaginary plane $G_T=G_L=G_R$, and $R_I=1/G-1/G=0$. For a nearly opaque interface $G_T$ is small and $R_I\approx1/G_T$; the subtraction becomes relatively unimportant.

Because $M$ cannot exceed the smaller of $N_L,N_R$,

$$R_I\ge\frac12\left|\frac1{G_L}-\frac1{G_R}\right| .$$

Equality means that every channel of the metal with fewer channels is transmitted. Like the formula, the bound belongs to channel-equalising collisions. With isotropic bulk scattering $R_I$ can fall below it: in the example below, full transmission then gives 0.198 fΩ m² against a bound of 0.309 fΩ m².

If the interface sends each electron into any leaving channel with equal probability, then $M=N_LN_R/(N_L+N_R)$. So $1/G_T=1/G_L+1/G_R$, and $R_I$ is half that sum.

## Fourth stage: between reservoirs

Let L and R have finite thicknesses $t_L,t_R$ and end at ideal reservoirs. The left reservoir injects all channels at one potential. The right-movers in L then obey identical equations with identical starting values and stay equal. The same holds for left-movers in R. The arriving occupations are again uniform, now for any thickness.

At the left reservoir the injected potential exceeds $\bar g$ by $eJ/(2G_L)$, and there is a corresponding step at the right. The total resistance is

$$\begin{aligned}
R&=\frac1{2G_L}+\rho_Lt_L+R_I+\rho_Rt_R+\frac1{2G_R}\\
&=\frac1{G_T}+\rho_Lt_L+\rho_Rt_R .
\end{aligned}$$

The subtracted halves return as contact resistances. The Landauer value and $R_I$ answer different questions: one includes the contacts, the other does not.

## A potential step between free-electron metals

Take a sharp step, equal masses, conserved parallel wavevector $p$ and $k_L<k_R$. The normal wavevectors are $k_1=\sqrt{k_L^2-p^2}$ and $k_2=\sqrt{k_R^2-p^2}$. Matching the wave and its slope gives $1+r=t$ and $k_1(1-r)=k_2t$. Hence $t=2k_1/(k_1+k_2)$, and the flux ratio is

$$T=\frac{k_2}{k_1}t^2=\frac{4k_1k_2}{(k_1+k_2)^2}.$$

Channels of R with $p>k_L$ are totally reflected. Since $p\,dp=-k_1\,dk_1$,

$$M=\int_0^{k_L}\frac{2\pi p\,dp}{(2\pi)^2}T=\frac1{4\pi}\int_0^{k_L^2}T\,d(k_1^2).$$

Let $D=k_R^2-k_L^2$ and $s=k_1+k_2$. Because $k_2^2-k_1^2=D$, we have $k_2-k_1=D/s$. Then $4k_1k_2=s^2-D^2/s^2$ and $k_1=(s-D/s)/2$, which give

$$T=1-\frac{D^2}{s^4},\qquad d(k_1^2)=\frac12\left(s-\frac{D^2}{s^3}\right)ds .$$

The limits are $s=\sqrt D$, where $k_1=0$, and $s=S=k_L+k_R$. Multiplying out,

$$\begin{aligned}
M&=\frac1{8\pi}\int_{\sqrt D}^{S}\left(s-\frac{2D^2}{s^3}+\frac{D^4}{s^7}\right)ds\\
&=\frac1{8\pi}\left[\frac{s^2}2+\frac{D^2}{s^2}-\frac{D^4}{6s^6}\right]_{\sqrt D}^{S}.
\end{aligned}$$

The lower limit contributes $D/2+D-D/6=4D/3$. With $\delta=k_R-k_L$ and $D=S\delta$,

$$M=\frac1{8\pi}\left[\frac{S^2}2+\delta^2-\frac{4S\delta}3-\frac{\delta^4}{6S^2}\right].$$

For $\delta=0$ this is $S^2/16\pi=k_L^2/4\pi=N_L$, as it should be.

## Numbers

Take Fermi energies of 5 and 10 eV, free-electron masses, and $\lambda_L=6$ nm, $\lambda_R=4$ nm. Then $k_L=11.456$ and $k_R=16.201$ nm$^{-1}$, so $N_L=11.456^2/4\pi=10.44$ nm$^{-2}$ and $N_R=20.89$ nm$^{-2}$.

With $S=27.657$ and $\delta=4.745$ nm$^{-1}$, the bracket in $M$ is $382.5+22.5-175.0-0.1=229.9$ nm$^{-2}$. Dividing by $8\pi$ gives $M=9.15$ nm$^{-2}$. On average 88% of the electrons arriving from L are transmitted.

One channel has resistance $h/2e^2$, about 12,906 Ω, and 1 fΩ m² is 1000 Ω nm². Therefore $1/G_L=1.236$, $1/G_R=0.618$ and $1/G_T=1.411$ fΩ m², and

$$R_I=1.411-\tfrac12(1.236+0.618)=0.484\ \text{fΩ m}^2 .$$

The Landauer value is 2.9 times as large. The lower bound is $(1.236-0.618)/2=0.309$ fΩ m².

A direct solution of the half-space Boltzmann equation by diagonalization, with no use of the formula, also gives 0.4842 fΩ m². A second test mixes specular and completely random scattering equally. Then $M=(9.146+6.962)/2=8.054$ nm$^{-2}$, and the formula gives $1.6024-0.9269=0.6755$ fΩ m². Diagonalization agrees.

For the device between reservoirs take $t_L=4$ nm and $t_R=7$ nm. The bulk part is $4(1.236)/12+7(0.618)/8=0.953$ fΩ m², and adding $1/G_T$ gives 2.364 fΩ m². Composing the device from many thin scattering slices gives the same value.

The bulk resistivities are 10.3 and 7.7 μΩ cm. The interface is equivalent to 4.7 nm of L or 6.3 nm of R. At 10 MA/cm² it drops 0.048 mV, while the arriving potentials differ by 0.141 mV. Both are tiny beside the Fermi energies, consistent with linear response.

## Where the formula fails

**Isotropic scattering.** Let each metal have a mean free path $\ell$ independent of direction and scatter equally into all directions. The decay length along $x$ is then $\ell\cos\theta$, with $\theta$ measured from the normal. The channel average of $\cos\theta$ is $\int_0^12u^2du=2/3$, so $\ell=3\lambda/2$, here 9 and 6 nm, keeps both bulk resistivities fixed. The Boltzmann solution becomes 0.319 fΩ m², which is 34% below the formula. For this example the choice of bulk scattering is therefore not a detail.

The direction of the change can be seen in an estimate that ignores the boundary layer of the arriving electrons. Deep in a metal their excess over $\bar g$ is $\ell\cos\theta\,\kappa=\tfrac32\cos\theta\,eJ/(2G)$, instead of $eJ/(2G)$. Repeating the interface balance multiplies each subtracted half by

$$c=\tfrac32\langle\cos\theta\rangle_T ,$$

where the average is weighted by transmission. In R the transmitted channels all have $\cos\theta\ge\sqrt{1-k_L^2/k_R^2}=0.71$, so $c_R>1$. In L, $T$ rises with $\cos\theta$, from 0.69 at $\cos\theta=0.3$ to 0.97 at normal incidence, so $c_L>1$. More is subtracted and the resistance falls. Here $c_L=1.05$ and $c_R=1.31$, which give 0.360 fΩ m², 26% below the formula. The estimate thus gives the sign and most of the change, not the full 34%.

The sign is not universal. Let the interface be completely random and give R $10^7$ times as many channels as L. The formula yields $R_I\approx1/(2G_L)$, equivalent to a bulk length $\lambda=2\ell/3=0.667\,\ell$. The isotropic solution gives $0.7104\,\ell$, the Hopf extrapolation length, which is 7% more.

**Thin layers.** Place a layer of R, thickness $d$, between two pieces of L attached to reservoirs, and add flux probabilities rather than wave amplitudes. Electrons leaving the first interface carry an excess $D_ne^{-x/\lambda_R}$. For a specular step $g_n^+=\mu_R^{in}+T_n(\mu_L^{in}-\mu_R^{in})$ on leaving, so $D_n\propto T_n-\langle T\rangle$, averaged over all R channels. At the second interface the extra transmitted flux is proportional to

$$\langle TD\rangle e^{-d/\lambda_R}\propto\left(\langle T^2\rangle-\langle T\rangle^2\right)e^{-d/\lambda_R}>0 .$$

The first interface has favoured the channels that the second transmits well. Left-movers leaving the second interface carry a matching deficit back to the first, which to leading order contributes equally. The pair therefore has less resistance than $2R_I$. After subtracting contacts and bulk, the computed changes relative to $2R_I$ are −51%, −36%, −6.3% and −0.9% for $d=2$, 4, 12 and 20 nm. Between 16 and 24 nm the decay rate is $0.99/\lambda_R$, as the leading term predicts. Interface resistances add when the layers are several $\lambda$ thick. This condition is sufficient, not necessary, because the deviation scales with the spread of transmission among the channels of the thin layer. A completely random interface emits uniform occupations, $D_n=0$, and the resistances then add at any thickness. For the half-random interface the change at $d=4$ nm is about −10%, and for a 4 nm layer of L between pieces of R with specular steps it is about −2%.

**The interface itself.** Smooth the step as $1/(1+e^{-x/a})$ with $a=0.05$ nm. Its transmission is

$$T=1-\left[\frac{\sinh\pi a(k_1-k_2)}{\sinh\pi a(k_1+k_2)}\right]^2 .$$

This expression is quoted, not derived; at $\cos\theta=0.3$ in L it agrees with direct integration of the Schrödinger equation to within $10^{-6}$. Smoothing the step in this way lowers $R_I$ by 27%, towards the bound. Completely random scattering at the interface raises $R_I$ by 91%, to 0.927 fΩ m².

A mass of $1.2\,m_e$ in R, at the same Fermi energy, raises it by 6% when the wave and its slope divided by the mass are matched, so that $k_2$ in $T$ is replaced by $k_2/1.2$. Averaging $M$ thermally at 300 K, with both Fermi energies held fixed, changes $R_I$ by less than 0.001%; averaging the energy-resolved $R_I(E)$ instead gives about 0.02%, still negligible. The parameter $1/(k_F\ell)$, which indicates the scale of quantum interference in the bulk, is about 0.01 in both metals. It does not describe interference between the two faces of a thin layer, which is left out when flux probabilities are added.

**Beside a real multilayer.** Resistivities near 10 μΩ cm and interface resistances of order 1 fΩ m² are, roughly, in the regime of metallic multilayers used for giant magnetoresistance. The example has no particular pair of metals behind it. Real layers are often a few nanometres thick, comparable to $\lambda$. How much this matters depends on the interface: for the 4 nm layer of R above it costs 36% with specular steps, about 10% with half-random interfaces and nothing with completely random ones. Ferromagnetic layers need separate $N$ and $M$ for each spin, with $e^2/h$ per channel, and real bands replace the spherical Fermi surfaces. The value 0.48 fΩ m² is thus a model result. Its digits serve to compare calculations, while smoothing the step lowers it by 27% and isotropic bulk scattering lowers it by 34%. The values of the main example are in the numerical output.

## Values computed for the example and the checks

```
Fermi energies L, R: 5.0, 10.0 eV
Fermi wavevectors L, R: 11.456, 16.201 nm^-1
decay lengths lam L, R: 6.0, 4.0 nm
channels per area N_L, N_R: 10.443, 20.887 nm^-2
summed transmission M: 9.146 nm^-2
mean transmission of L channels M/N_L: 0.8758
step T at normal incidence: 0.9706
step T at cos(angle in L)=0.3: 0.6935
  same, Schroedinger integration: 0.6935
inverse Sharvin 1/G_L: 1.2359 fOhm m^2
inverse Sharvin 1/G_R: 0.6179 fOhm m^2
half their sum: 0.9269 fOhm m^2
Landauer 1/G_T: 1.4111 fOhm m^2
interface resistance R_I, formula: 0.4842 fOhm m^2
R_I, Boltzmann diagonalization: 0.4842 fOhm m^2
Landauer / R_I: 2.914
lower bound of R_I: 0.3090 fOhm m^2
half-random interface, formula: 0.6755 fOhm m^2
half-random interface, Boltzmann: 0.6755 fOhm m^2
fully random interface, Boltzmann: 0.9269 fOhm m^2
no interface, Boltzmann jump: 0.0e+00 fOhm m^2
bulk resistivities L, R: 10.30, 7.72 uOhm cm
bulk thickness equal to R_I, in L, R: 4.70, 6.27 nm
device thicknesses L, R: 4.0, 7.0 nm
device, composed slices: 2.3637 fOhm m^2
  its bulk part: 0.9526 fOhm m^2
  bulk + contacts + R_I: 2.3637 fOhm m^2
current density: 10 MA/cm^2
voltage across interface: 0.0484 mV
difference of incoming potentials / e: 0.1411 mV
Neglected effects, change relative to R_I of the formula:
isotropic scattering, mean free paths: 9.0, 6.0 nm
isotropic scattering, R_I: 0.3186 fOhm m^2
isotropic scattering, change: -34.20 %
extrapolation length, solver: 0.7104 mean free paths
extrapolation length, Hopf integral: 0.7104 mean free paths
L|R|L pair, spacer 2 nm, change from 2 R_I: -50.949 %
L|R|L pair, spacer 4 nm, change from 2 R_I: -36.151 %
L|R|L pair, spacer 12 nm, change from 2 R_I: -6.335 %
L|R|L pair, spacer 20 nm, change from 2 R_I: -0.893 %
decay rate of that change times lam_R: 0.992
step graded with a = 0.05 nm: -27.15 %
fully random interface: 91.4 %
mass 1.2 m_e in R at same Fermi energy: 6.20 %
temperature 300 K (kT = 25.85 meV): -6.1e-04 %
1/(k_F mean free path) L, R: 0.0097, 0.0103
```
